# The Becke-Johnson Exchange-Hole C6 Formula and Its One-Electron Value

## Two electrons in harmonic wells

Take two neutral model atoms a distance $R$ apart along $z$. Each has one electron of mass $m$ bound to a fixed charge $+e$ by an isotropic harmonic well of frequency $\omega$, with displacements $\mathbf r_1$ and $\mathbf r_2$. Write $k_0=4\pi\varepsilon_0$ throughout. At large $R$ the coupling, derived in the next section, is $\kappa(x_1x_2+y_1y_2-2z_1z_2)$ with $\kappa=e^2/(k_0R^3)$. The Cartesian directions separate, with coupling $c\kappa$ and $c=1,1,-2$. In the coordinates $(x_1\pm x_2)/\sqrt2$ the potential is diagonal, $\omega_\pm^2=\omega^2(1\pm u)$ with $u=c\kappa/(m\omega^2)$. Since $\sqrt{1+u}+\sqrt{1-u}-2=-u^2/4-5u^4/64-\dots$, the zero-point energy shifts at leading order by

$$\Delta=\sum_c\frac{\hbar\omega}{2}\Big(-\frac{u^2}{4}\Big)=-\frac{6}{8}\hbar\omega\Big(\frac{\kappa}{m\omega^2}\Big)^2 ,$$

because $\sum c^2=1+1+4=6$. A field $F$ displaces the electron by $eF/(m\omega^2)$, so the polarizability is $\alpha=e^2/(m\omega^2)$, and $\Delta=-C_6/R^6$ with $C_6=\tfrac34\hbar\omega\,\alpha^2/k_0^2$. The ground state has $M=\langle r^2\rangle=3\hbar/(2m\omega)$, so that $\hbar\omega=2e^2M/(3\alpha)$, and the frequency can be eliminated:

$$C_6=\frac{e^2M\alpha}{2k_0^2}.\tag{1}$$

Two ground-state quantities fix the coefficient, because the dipole operator reaches a single excitation energy. The Becke-Johnson exchange-hole dipole moment (XDM) expression carries this structure to real atoms,

$$C_6^{\rm XDM}=\frac{e^2}{k_0^2}\,\frac{M_AM_B\,\alpha_A\alpha_B}{M_A\alpha_B+M_B\alpha_A},\tag{2}$$

with $M=\langle d_X^2\rangle$ (in m$^2$) built from the exchange hole. Equation (2) is an approximation in two separate steps: one mean excitation energy per atom, and $M$ in place of the dipole variance. For two hydrogen atoms the second step costs nothing, and the first makes the value $6.75\,E_ha_0^6$ an upper bound to the second-order coefficient, not the coefficient itself.

## Coupling and second-order energy

The assumptions are a non-relativistic Hamiltonian, instantaneous Coulomb coupling, clamped nuclei, spatially spherical (S) ground states, and $R$ large enough that overlap and electron exchange between the atoms are negligible. Put nucleus A (charge $Z_Ae$) at the origin and B at $\mathbf R=R\hat{\mathbf z}$, with one electron on each at $\mathbf r_1$ from A and $\mathbf r_2$ from B:

$$\hat U=\frac{e^2}{k_0}\Big[\frac{Z_AZ_B}{R}-\frac{Z_B}{|\mathbf R-\mathbf r_1|}-\frac{Z_A}{|\mathbf R+\mathbf r_2|}+\frac1{|\mathbf R+\mathbf r_2-\mathbf r_1|}\Big].$$

Taylor expansion gives $|\mathbf R+\mathbf s|^{-1}=1/R-s_z/R^2+Q(\mathbf s)/(2R^3)+\dots$ with $Q(\mathbf s)=3s_z^2-s^2$. For $Z_A=Z_B=1$ the order $1/R$ has coefficient $1-1-1+1=0$, and the order $1/R^2$ has $-[z_1-z_2+(z_2-z_1)]=0$. At order $1/R^3$ the squares cancel and the cross term remains: $-Q(\mathbf r_1)-Q(\mathbf r_2)+Q(\mathbf r_2-\mathbf r_1)=-6z_1z_2+2\,\mathbf r_1\!\cdot\mathbf r_2$. Halving gives $x_1x_2+y_1y_2-2z_1z_2$. For many electrons each electron-electron pair contributes one such cross term, so with $\mathbf D=\sum_i\mathbf r_i$ on each atom

$$\hat U_{dd}=\frac{e^2}{k_0R^3}\sum_a c_aD^A_aD^B_a,\qquad c=(1,1,-2).$$

For ions the bilinear term is the same, since it comes from the electron-electron repulsion. The terms that no longer cancel act on one atom at a time. Together with the constant $1/R$ term they give the Coulomb energy of the net charges, which is zero if either atom is neutral, and the induction energy, including an $R^{-6}$ piece from the square of the field gradient. In second order they excite one atom, whereas $\hat U_{dd}$ excites both, so the two do not interfere, and $C_6$ here means the doubly excited part.

Parity gives $\langle0|\mathbf D|0\rangle=0$, so $\hat U_{dd}$ has no first-order effect and no matrix element to states with one atom unexcited. With excitation energies $\epsilon_n$ on A and $\epsilon_m$ on B,

$$E^{(2)}=-\frac{e^4}{k_0^2R^6}\sum_{n,m}\sum_{a,b}c_ac_b\frac{\langle0|D_a^A|n\rangle\langle n|D_b^A|0\rangle\langle0|D_a^B|m\rangle\langle m|D_b^B|0\rangle}{\epsilon_n+\epsilon_m}.$$

Summed over the states of one degenerate level, $\langle0|D_a|n\rangle\langle n|D_b|0\rangle$ is a rotationally invariant tensor, hence $\delta_{ab}z_n^2$, where $z_n^2$ is the level sum of $|\langle n|D_z|0\rangle|^2$. Then $\sum c_a^2=6$ and

$$C_6=\frac{6e^4}{k_0^2}\sum_{n,m}\frac{z_n^2z_m^2}{\epsilon_n+\epsilon_m},\tag{3}$$

where the sums include the continuum. For a second evaluation route, partial fractions give $\int_0^\infty ab\,du/[(a^2+u^2)(b^2+u^2)]=\frac{ab}{b^2-a^2}\big(\frac{\pi}{2a}-\frac{\pi}{2b}\big)=\frac{\pi}{2(a+b)}$. With $\alpha(iu)=2e^2\sum_n\epsilon_nz_n^2/(\epsilon_n^2+u^2)$, $u$ an energy, the prefactor becomes $6\cdot\frac2\pi\cdot\frac14$, and (3) is the Casimir-Polder integral $C_6=(3/\pi k_0^2)\int_0^\infty\alpha_A\alpha_B\,du$.

## First approximation: one excitation energy per atom

Two sums over the spectrum are known from the ground state. Completeness and isotropy give $\sum_nz_n^2=\langle D_z^2\rangle=V/3$, where $V=\langle D^2\rangle-\langle\mathbf D\rangle^2$ is the variance of the summed electron position. The perturbation $eFD_z$ gives $-e^2F^2\sum z_n^2/\epsilon_n=-\tfrac12\alpha F^2$, so $\alpha=2e^2\sum_nz_n^2/\epsilon_n$. Define normalized weights $p_n=3z_n^2/V$, the variable $x=1/\epsilon$, and its mean $\bar x=\sum p_n/\epsilon_n\equiv1/\Delta E$. Then $\alpha=2e^2(V/3)\bar x$, or

$$\Delta E=\frac{2e^2V}{3\alpha}.\tag{4}$$

With $y=1/\epsilon$ on atom B, $1/(\epsilon_n+\epsilon_m)=xy/(x+y)\equiv g(x,y)$, and (3) is $C_6=\frac{2e^4}{3k_0^2}V_AV_B\langle g\rangle$, the factor being $6/9$ and the average running over the product weights $p_np_m$. The closure (Unsöld) step replaces $\langle g\rangle$ by $g(\bar x,\bar y)$:

$$C_6^{\rm cl}=\frac{2e^4}{3k_0^2}\frac{V_AV_B}{\Delta E_A+\Delta E_B}=\frac{e^2}{k_0^2}\frac{V_AV_B}{V_A/\alpha_A+V_B/\alpha_B}.\tag{5}$$

The second form follows by inserting (4), which cancels $2e^2/3$. Multiplying numerator and denominator by $\alpha_A\alpha_B$ gives (2) with $V$ in place of $M$.

The error of this step has a definite sign. For any real $\lambda$,

$$\lambda^2x+(1-\lambda)^2y-\frac{xy}{x+y}=\frac{[\lambda x-(1-\lambda)y]^2}{x+y},$$

as is seen by multiplying with $x+y$: the $xy$ coefficient on the left is $\lambda^2+(1-\lambda)^2-1=-2\lambda(1-\lambda)$. Choose $\lambda=\bar y/(\bar x+\bar y)$ and average. The first two terms give $(\bar y^2\bar x+\bar x^2\bar y)/(\bar x+\bar y)^2=g(\bar x,\bar y)$, so

$$g(\bar x,\bar y)-\langle g\rangle=\Big\langle\frac{[\lambda x-(1-\lambda)y]^2}{x+y}\Big\rangle\ge0.\tag{6}$$

Hence $C_6\le C_6^{\rm cl}$ when $V$ and $\alpha$ come from the same Hamiltonian as the spectrum. Equality needs $x/y=\bar x/\bar y$ for every pair with nonzero weight. Since $x$ and $y$ vary independently, this requires a single excitation energy on each atom, as in the harmonic well.

To leading order in the spread, replace $x+y$ by $\bar x+\bar y$ in the denominator. The bracket has zero mean, so its mean square is $\lambda^2\sigma_x^2+(1-\lambda)^2\sigma_y^2$. With relative variances $s_A^2=\sigma_x^2/\bar x^2$ and $s_B^2=\sigma_y^2/\bar y^2$, each term carries $\bar x^2\bar y^2/(\bar x+\bar y)^2$, and division by $(\bar x+\bar y)\,g(\bar x,\bar y)=\bar x\bar y$ gives

$$1-\frac{C_6}{C_6^{\rm cl}}\approx(s_A^2+s_B^2)\frac{\bar x\bar y}{(\bar x+\bar y)^2}.\tag{7}$$

For like atoms this is $s^2/2$. For $\Delta E_B\gg\Delta E_A$ the leading gap falls as $\Delta E_A/\Delta E_B$, and (5) tends to $e^2V_A\alpha_B/k_0^2$. That limit has a classical reading. A dipole $\mu$ at angle $\theta$ to the axis makes a field with $F^2=\mu^2(1+3\cos^2\theta)/(k_0R^3)^2$, whose angular mean is $2\mu^2/(k_0R^3)^2$, and $-\tfrac12\alpha_BF^2$ with $\mu^2=e^2V_A$ is $-e^2V_A\alpha_B/(k_0^2R^6)$. The stiff atom follows the fluctuating dipole of the soft one.

## Second approximation: the exchange-hole dipole

Let the atom be described by one determinant of real orthonormal orbitals $\phi_{i\sigma}$. For each spin, $\gamma_\sigma(\mathbf r,\mathbf r')=\sum_i\phi_{i\sigma}(\mathbf r)\phi_{i\sigma}(\mathbf r')$ and $\rho_\sigma(\mathbf r)=\gamma_\sigma(\mathbf r,\mathbf r)$. The exchange hole, taken positive, is

$$h_\sigma(\mathbf r,\mathbf r')=\frac{\gamma_\sigma(\mathbf r,\mathbf r')^2}{\rho_\sigma(\mathbf r)},\qquad\int h_\sigma\,d^3r'=\frac{\sum_{ij}\phi_i\phi_j\delta_{ij}}{\rho_\sigma}=1 .$$

An electron at $\mathbf r$ and its hole, one missing electron, form a neutral object with dipole $-e\,\mathbf d_{X\sigma}$, where

$$\mathbf d_{X\sigma}(\mathbf r)=\mathbf r-\mathbf c_\sigma(\mathbf r),\qquad \mathbf c_\sigma=\int h_\sigma\mathbf r'\,d^3r'=\frac{\sum_{ij}\phi_i(\mathbf r)\phi_j(\mathbf r)\langle i|\mathbf r|j\rangle}{\rho_\sigma(\mathbf r)}.\tag{8}$$

This vector enters the determinant's variance directly. Write $D^2=\sum_ir_i^2+\sum_{i\ne j}\mathbf r_i\cdot\mathbf r_j$. By the Slater-Condon rules the pair part is a direct sum minus a same-spin exchange sum over spin orbitals, $\sum_{ij}\langle i|\mathbf r|i\rangle\cdot\langle j|\mathbf r|j\rangle-\sum_\sigma\sum_{ij}|\langle i|\mathbf r|j\rangle|^2$, where the $i=j$ terms cancel between the two and may be kept. The direct sum is $\langle\mathbf D\rangle^2$. The exchange sum is $\iint\gamma_\sigma^2\,\mathbf r\cdot\mathbf r'=\int\rho_\sigma\,\mathbf r\cdot\mathbf c_\sigma$. Therefore

$$V=\sum_\sigma\int\rho_\sigma\,\mathbf r\cdot\mathbf d_{X\sigma}\,d^3r .\tag{9}$$

The XDM model uses instead the mean square of the electron-hole dipole,

$$M=\langle d_X^2\rangle=\sum_\sigma\int\rho_\sigma\,|\mathbf d_{X\sigma}|^2\,d^3r,\tag{10}$$

and (5) with $V\to M$ is (2). This substitution is a model assumption, and its effect can be stated. For one spin define $(Kf)(\mathbf r)=\int h(\mathbf r,\mathbf r')f(\mathbf r')\,d^3r'$ and the product $\langle f,g\rangle=\int\rho fg$. Then $\langle f,Kg\rangle=\iint\gamma^2f(\mathbf r)g(\mathbf r')$ is symmetric, so $K$ is self-adjoint. It is positive, since $\langle f,Kf\rangle=\sum_{ij}\langle i|f|j\rangle^2$. It is bounded by one, since the hole normalization gives $\langle f,(1-K)f\rangle=\tfrac12\iint\gamma^2[f(\mathbf r)-f(\mathbf r')]^2\ge0$. Finally $K1=1$. Componentwise $\mathbf d_X=(1-K)\mathbf r$, so per spin

$$V=\langle\mathbf r,(1-K)\mathbf r\rangle,\quad M=\langle\mathbf r,(1-K)^2\mathbf r\rangle,\quad V-M=\langle\mathbf r,K(1-K)\mathbf r\rangle\ge0,$$

the last because $\nu(1-\nu)\ge0$ for eigenvalues $\nu\in[0,1]$. A shift of origin adds a constant to $\mathbf r$, which $1-K$ annihilates on either side, so $V$ and $M$ are both origin independent. If $w_\nu$ is the weight of $\mathbf r$ in eigenspace $\nu$, then $1-M/V=\sum\nu(1-\nu)w_\nu/\sum(1-\nu)w_\nu$ is a weighted mean of the eigenvalues that $\mathbf r$ reaches.

Equality holds when $\mathbf c_\sigma$ is a constant, because $K\mathbf r=\mathbf c$ gives $K(1-K)\mathbf r=\mathbf c-\mathbf c=0$. This happens for one orbital per spin, where $h=\phi(\mathbf r')^2$ does not depend on the reference point, and for an atom whose occupied orbitals are all of s type, where $\langle i|\mathbf r|j\rangle=\mathbf R_{\rm nuc}\delta_{ij}$. Occupied s and p orbitals of the same spin have dipole matrix elements between them, and the centroid then moves with the reference electron.

The inverse of (2) is proportional to $1/(M_B\alpha_A)+1/(M_A\alpha_B)$, so $C_6^{\rm XDM}$ rises with each $M$, and $V\to M$ lowers it at fixed $\alpha$; for like atoms (2) reduces to (1) and the factor is $M/V$. The $V$ in this comparison is the determinant's variance. The closure step raises $C_6$, and the second step works against it only if $M$ lies below the correlated variance that belongs to the spectrum in (3). $M<V$ for the determinant does not ensure this: correlation changes the variance as well, and in Mg, with its strongly correlated $s^2$ valence shell, $M$ lies below the determinant's $V$ but above the correlated variance, so both steps raise $C_6$. When $M<V$ the bound (6) is not guaranteed for (2). For many-electron atoms the guarantee is missing even when $M=V$, because the determinant's $V$ omits correlation and is not the $V$ of the spectrum in (3). The inequality may still hold in a given case.

## One-electron atoms

For one electron and nuclear charge $Z$ the determinant is the wavefunction, $\psi_0\propto e^{-Zr/a_0}$, with $a_0=k_0\hbar^2/(me^2)$ and $E_h=e^2/(k_0a_0)=\hbar^2/(ma_0^2)$. The hole is the density, centred on the nucleus, so $\mathbf d_X=\mathbf r$ and $M=V=\langle r^2\rangle$. The radial moments are ratios of $\int_0^\infty r^{n+2}e^{-2Zr/a_0}dr=(n+2)!\,(a_0/2Z)^{n+3}$:

$$\langle r^n\rangle=\frac{(n+2)!}{2}\Big(\frac{a_0}{2Z}\Big)^n,$$

giving $3a_0^2/Z^2$, $\tfrac{15}2a_0^3/Z^3$ and $\tfrac{45}2a_0^4/Z^4$ for $n=2,3,4$.

The polarizability follows from the Dalgarno-Lewis equation $(H_0-E_0)f\psi_0=-z\psi_0$, whose solution $f\psi_0=-\sum_n|n\rangle\langle n|z|0\rangle/\epsilon_n$ carries the sum over states. The product rule and $H_0\psi_0=E_0\psi_0$ give $(H_0-E_0)f\psi_0=-\frac{\hbar^2}{m}\big(\tfrac12\psi_0\nabla^2f+\nabla f\cdot\nabla\psi_0\big)$, and $\nabla\psi_0=-(Z/a_0)\hat{\mathbf r}\psi_0$, so

$$E_ha_0^2\Big[-\tfrac12\nabla^2f+\frac Z{a_0}\partial_rf\Big]=-z .$$

Try $f=az+bzr$. Here $\nabla^2z=0$, $\nabla^2(zr)=z\nabla^2r+2\nabla z\cdot\nabla r=4z/r$, $\partial_rz=z/r$ and $\partial_r(zr)=2z$. The $z/r$ terms require $-2b+Za/a_0=0$, and the $z$ terms require $2ZbE_ha_0=-1$. Thus $f=-\frac{z}{Z^2E_h}\big(1+\frac{Zr}{2a_0}\big)$. With the angular mean $z^2\to r^2/3$,

$$\sum_n\frac{z_n^2}{\epsilon_n}=-\langle zf\rangle=\frac{a_0^2}{3Z^4E_h}\Big(3+\frac{15}4\Big)=\frac{9a_0^2}{4Z^4E_h}.$$

Using $e^2/E_h=k_0a_0$, $\alpha=\tfrac92k_0a_0^3/Z^4$, and (4) gives $\Delta E=\frac{2\cdot3}{3\cdot9/2}Z^2\,e^2/(k_0a_0)=\tfrac49Z^2E_h$. In the first form of (5), $e^4/k_0^2=E_h^2a_0^2$ and $M_AM_B=9a_0^4/(Z_A^2Z_B^2)$, so the numerical factor is $\tfrac23\cdot9\cdot\tfrac94=\tfrac{27}2$:

$$C_6^{\rm XDM}=\frac{27}{2}\,\frac{E_ha_0^6}{Z_A^2Z_B^2\,(Z_A^2+Z_B^2)}.\tag{11}$$

For two hydrogen atoms this is $27/4=6.75\,E_ha_0^6$. Because $M=V$ and $\alpha$ belong to the same Hamiltonian here, (11) is an upper bound to (3).

A lower bound comes from the Cauchy-Schwarz inequality $1\le\langle\eta\rangle\langle1/\eta\rangle$ applied to $\eta=\epsilon_n+\epsilon_m$. The mean energy follows from the product-rule identity with $f=z$: $\sum\epsilon_nz_n^2=\langle z\psi_0|H_0-E_0|z\psi_0\rangle=E_ha_0Z\langle z^2/r\rangle=E_ha_0Z\langle r\rangle/3=\tfrac12E_ha_0^2$, since $\langle r\rangle=3a_0/2Z$. Dividing by $V/3=a_0^2/Z^2$ gives $\langle\epsilon\rangle=\tfrac12Z^2E_h$. Using it in place of $\tfrac49Z^2E_h$ turns $27/2$ into $12$, so for H-H

$$6\,E_ha_0^6\le C_6\le6.75\,E_ha_0^6 ,$$

and for any pair of charges the two bounds differ by the factor $9/8$.

The spread needed in (7) is also closed: $\sum z_n^2/\epsilon_n^2=\langle f^2\rangle=\frac{a_0^2}{3Z^6E_h^2}\big(3+\frac{15}2+\frac{45}8\big)=\frac{43a_0^2}{8Z^6E_h^2}$. Dividing by $a_0^2/Z^2$ gives $\langle x^2\rangle=\frac{43}{8}/(Z^2E_h)^2$, while $\bar x^2=\frac{81}{16}/(Z^2E_h)^2$. Hence $s^2=86/81-1=5/81$, independent of $Z$.

For neutral hydrogen with a finite proton mass the dipole is $-e\mathbf r$ in the relative coordinate, and $m$ becomes the reduced mass $\mu$. Lengths scale as $1/\mu$ and energies as $\mu$, so $M^2/\Delta E$, and term by term the sum (3), scale as $(m/\mu)^5$.

## Worked numbers

The constants are $e=1.602177\times10^{-19}$ C, $k_0=1.112650\times10^{-10}$ F/m and $E_ha_0^6=9.573436\times10^{-80}$ J m$^6$, so $e^2=2.56697\times10^{-38}$ C$^2$ and $e^2/k_0^2=2.07350\times10^{-18}$ in SI units. Diagonalization in a Laguerre basis gave for H $M=8.400856\times10^{-21}$ m$^2$ and $\alpha=7.419498\times10^{-41}$ C$^2$m$^2$/J. Then

$$\Delta E=\frac{2(2.56697\times10^{-38})(8.400856\times10^{-21})}{3(7.419498\times10^{-41})}=1.93766\times10^{-18}\ {\rm J}.$$

This exceeds the lowest excitation energy, $1.63490\times10^{-18}$ J, as it must, since a mean of $1/\epsilon$ cannot exceed its largest value. With $M\alpha=6.23301\times10^{-61}$, equation (1) gives

$$C_6^{\rm XDM}=\tfrac12(2.07350\times10^{-18})(6.23301\times10^{-61})=6.4621\times10^{-79}\ {\rm J\,m^6}=6.75\,E_ha_0^6 .$$

For H-Li$^{2+}$, $M_B=9.334284\times10^{-22}$ m$^2$ and $\Delta E_B=1.743898\times10^{-17}$ J. With $e^4/k_0^2=5.32261\times10^{-56}$, $M_AM_B=7.84160\times10^{-42}$ m$^4$ and $\Delta E_A+\Delta E_B=1.937664\times10^{-17}$ J, the first form of (5) gives $\tfrac23(5.32261\times10^{-56})(7.84160\times10^{-42})/(1.937664\times10^{-17})=1.4360\times10^{-80}$ J m$^6$, which is $27/(2\cdot9\cdot10)=0.15\,E_ha_0^6$.

| pair | XDM (J m$^6$) | sum (3) (J m$^6$) | excess over (3) |
|---|---|---|---|
| H-H | $6.4621\times10^{-79}$ | $6.2218\times10^{-79}$ | 3.86 % |
| H-Li$^{2+}$ | $1.4360\times10^{-80}$ | $1.4138\times10^{-80}$ | 1.57 % |
| Li$^{2+}$-Li$^{2+}$ | $8.8643\times10^{-82}$ | $8.5347\times10^{-82}$ | 3.86 % |

The reference column is the converged second-order sum, $6.499\,E_ha_0^6$ for H-H; it leaves out relativity, retardation and nuclear motion. The like pairs share one excess because both (3) and (11) scale as $Z^{-6}$ (each $z_n^2$ as $Z^{-2}$, each $\epsilon_n$ as $Z^2$). For H-H, (7) gives $s^2/2=0.030864$ relative to the XDM value, so $6.75(1-0.030864)=6.542$, which removes $0.208$ of the full gap $6.75-6.499=0.251$. For H-Li$^{2+}$, $\bar x/\bar y=9$ and (7) gives $2\cdot\frac5{81}\cdot\frac9{100}=0.011$, against the actual $1-0.147684/0.15=0.015$. The leading term accounts for the direction of the change between the pairs and falls short of the gap in both.

At $R=5.0\times10^{-10}$ m, $R^6=1.5625\times10^{-56}$ m$^6$, and the H-H term is $-6.4621\times10^{-79}/1.5625\times10^{-56}=-4.136\times10^{-23}$ J, against $-3.982\times10^{-23}$ J from (3). Two further contributions are not evaluated here: higher multipoles strengthen the attraction at this distance, while exchange strengthens it in the singlet state and weakens it in the triplet. With $\mu/m=0.99945568$ the XDM value becomes $6.75/(0.99945568)^5=6.768\,E_ha_0^6$, a shift of 0.27 % relative to 6.75, small beside the closure error.

The moments (9) and (10) for unrestricted Hartree-Fock atoms show the second approximation. For Li (cc-pVTZ), $M=V=5.2058\times10^{-20}$ m$^2$, although the second eigenvalue of $K$ is as large as 0.935. The range of $K$ is spanned by $\phi_i\phi_j/\rho$, which are spherical functions here, and $\mathbf r$ measured from the nucleus is orthogonal to them. For Ne (cc-pVTZ), $M=1.1934\times10^{-20}$ m$^2$ and $V=1.6734\times10^{-20}$ m$^2$, so $M/V=0.713$. The weighted mean eigenvalue is 0.287. The second eigenvalue 0.812 bounds it, because $\nu=1$ carries zero weight, but loosely: that eigenvalue is nondegenerate, its eigenfunction is spherical and orthogonal to $\mathbf r$ measured from the nucleus, and the largest eigenvalue that $\mathbf r$ reaches is a threefold one at 0.480. At fixed $\alpha$ a like-pair coefficient (1) is lowered by $1-M/V$ relative to (5) evaluated with the determinant's $V$, 29 % for a ratio of this size.

## Implementation and tests

For each spin with occupied orbitals, form the three matrices $\langle i|r_a|j\rangle$ from analytic integrals, evaluate the orbitals on an atom-centred grid, drop points where $\rho_\sigma$ underflows, build $\mathbf c_\sigma$ from (8), and accumulate (10) and, at little extra cost, (9). No integral over $\mathbf r'$ is needed. A spin channel with no electrons is skipped, and the sum over spins is inside $M$, with no further factor of two. The polarizability is a separate input. In atomic units $e^2/k_0^2\to1$. Dividing a molecule into atoms, and damping at short range, lie outside this derivation.

The atom should be placed off the origin when testing, because at the origin $\mathbf c=0$ for s-only atoms and a faulty centroid can go unnoticed. The following were tested, with values in the numerical output below. For off-origin H, Li and Ne, $V$ from (9) was matched to the second derivative at $k=0$ of $\ln\prod_\sigma\det\langle i|e^{kr_a}|j\rangle$ summed over $a$; the determinant is $\langle e^{kD_a}\rangle$, whose logarithm has the variance as second derivative. The hole norm and centroid were matched to direct quadrature, and the spectrum of $K$, from the matrix $\int\phi_i\phi_j\phi_k\phi_l/\rho$, was confirmed to lie in $[0,1]$ with top eigenvalue one. Hydrogen in aug-cc-pVQZ gave $M=8.4098\times10^{-21}$ m$^2$, 0.11 % above $3a_0^2$. The sum (3) was matched to the Casimir-Polder integral and to a Hylleraas variational solution in a power basis, whose one-term value, 6, is the lower bound above. The inequality (6) held on random spectra. For two unlike oscillators, $\hbar\omega=2.180\times10^{-18}$ and $3.488\times10^{-18}$ J, the normal-mode coefficient divided by (2) was 1.00001, an excess with the sign of the $u^4$ term in the like-oscillator expansion.

## Table of computed values

```
a0 = 5.291772e-11 m, Eh = 4.359745e-18 J
4 pi eps0 = 1.112650e-10 F/m, e = 1.602177e-19 C
Eh a0^6 = 9.573436e-80 J m^6
H: M = 8.400856e-21 m^2
H: alpha = 7.419498e-41 C^2 m^2/J
H: mean dE = 1.937664e-18 J, lowest excitation = 1.634904e-18 J
Li2+: M = 9.334284e-22 m^2
Li2+: alpha = 9.159874e-43 C^2 m^2/J
Li2+: mean dE = 1.743898e-17 J, lowest excitation = 1.471414e-17 J
H-H: C6 XDM = 6.462070e-79 J m^6 = 6.75 Eh a0^6
H-H: C6 second order = 6.221802e-79 J m^6 = 6.49903 Eh a0^6
H-H: XDM excess = 3.862 %
H-Li2+: C6 XDM = 1.436015e-80 J m^6 = 0.15 Eh a0^6
H-Li2+: C6 second order = 1.413847e-80 J m^6 = 0.147684 Eh a0^6
H-Li2+: XDM excess = 1.568 %
Li2+-Li2+: C6 XDM = 8.864293e-82 J m^6 = 0.00925926 Eh a0^6
Li2+-Li2+: C6 second order = 8.534708e-82 J m^6 = 0.00891499 Eh a0^6
Li2+-Li2+: XDM excess = 3.862 %
H-H: one-term lower bound = 5.744062e-79 J m^6 = 6 Eh a0^6
H: Var(x)/(2<x>^2), x = 1/excitation energy: 0.030864 (dimensionless)
H-H: C6 with leading gap removed = 6.262623e-79 J m^6 = 6.54167 Eh a0^6
H-H at R = 5.0e-10 m: E XDM = -4.13572e-23 J, E second order = -3.98195e-23 J
mu/m_e = 0.99945568; H-H XDM, finite mass = 6.479686e-79 J m^6 = 6.7684 Eh a0^6
oscillators hbar w = 2.17987e-18 J, 3.48780e-18 J: normal-mode C6 / XDM = 1.00001
H UHF/aug-cc-pvqz: M = 8.40984e-21 m^2, V = 8.40984e-21 m^2
H: M/V = 1.00000, second eigenvalue of K = 0.0000
Li UHF/cc-pvtz: M = 5.20583e-20 m^2, V = 5.20583e-20 m^2
Li: M/V = 1.00000, second eigenvalue of K = 0.9353
Ne UHF/cc-pvtz: M = 1.19342e-20 m^2, V = 1.67337e-20 m^2
Ne: M/V = 0.71318, second eigenvalue of K = 0.8118
```
